# Oppositely aligned donor electron pairs at 240 GHz and 2 K

## The problem

Phosphorus donors in silicon sit in a magnetic field that puts their electron spin resonance at $\nu=240$ GHz. The crystal is at $T=2$ K. Each neutral donor carries one electron of spin 1/2. The electron spins are in thermal equilibrium with the crystal, and the coupling between them is small compared with $kT$.

Choose two donors and ask whether their electron spins point in opposite directions. Let $F$ be the probability that they do, with both orders, up-down and down-up, counted.

1. Find the probabilities of the two spin states of one donor.
2. Find $F$ as a function of $u=h\nu/(kT)$, and express it also through the polarization $P$.
3. Find the factor $R$ by which $F$ lies below its unpolarized value. Test the proposed estimate that $R$ is about eight.
4. How strongly does $R$ depend on an error in the temperature?
5. Why do oppositely aligned pairs matter for the coherence of a third donor?

Use $h/k=0.047992$ K/GHz.

## Hints

**Hint 1.** The two levels of one spin are separated by $h\nu$. Place the zero of energy halfway between them and write down the Boltzmann weights.

**Hint 2.** For independent spins, the probability of a pair state is a product of single-spin probabilities. Two of the four pair states are opposite.

**Hint 3.** The unpolarized value is the limit $u\to0$. Keep track of whether a hyperbolic function appears to the first or the second power.

**Hint 4.** Differentiate $\ln R$ with respect to $\ln T$. The result is the relative change of $R$ per relative change of $T$, for small changes.

**Hint 5.** Consider an operator that raises one spin and lowers the other. On which pair states does it give zero?

## Full solution

### 1. One donor

The electron's magnetic moment points against its spin, so its Zeeman energy in a field $B$ along $z$ is

$$H=g\mu_B B\,S_z=h\nu\,S_z ,\qquad S_z=\pm\tfrac12 .$$

Here $\mu_B$ is the Bohr magneton. Spin up is the upper level. With the rough value $g=2.0$, 240 GHz corresponds to $B=8.57$ T.

The Boltzmann weights are $e^{-u/2}$ for up and $e^{u/2}$ for down. Dividing each by their sum, and then multiplying numerator and denominator by $e^{u/2}$, gives

$$p_\uparrow=\frac{e^{-u/2}}{e^{-u/2}+e^{u/2}}=\frac{1}{1+e^{u}},\qquad
p_\downarrow=\frac{e^{u}}{1+e^{u}} .$$

The magnitude of the polarization is the difference

$$P=p_\downarrow-p_\uparrow=\frac{e^u-1}{e^u+1}
=\frac{e^{u/2}-e^{-u/2}}{e^{u/2}+e^{-u/2}}=\tanh\frac u2 .$$

### 2. Two donors

The spins are independent, so up-down has probability $p_\uparrow p_\downarrow$ and down-up has the same. The two events exclude each other, and their probabilities add:

$$F=2p_\uparrow p_\downarrow=\frac{2e^u}{(1+e^u)^2}.$$

Divide numerator and denominator by $e^u$. In the denominator,

$$\frac{(1+e^u)^2}{e^u}=\left(e^{-u/2}+e^{u/2}\right)^2=4\cosh^2\frac u2 ,$$

and therefore

$$F=\frac{1}{2\cosh^2(u/2)} .$$

For the polarization form, use $p_\uparrow+p_\downarrow=1$ together with $p_\downarrow-p_\uparrow=P$. These give $p_\downarrow=(1+P)/2$ and $p_\uparrow=(1-P)/2$, so

$$F=2\cdot\frac{1+P}{2}\cdot\frac{1-P}{2}=\frac{1-P^2}{2}.$$

The two forms agree because $1-\tanh^2x=1/\cosh^2x$.

### 3. The reduction factor

When $u\to0$, both levels are equally populated, $P=0$ and $F=1/2$. Hence

$$R=\frac{1/2}{F}=\cosh^2\frac u2 .$$

Had one order alone been counted, both $F$ and its reference value would be halved, and $R$ would be the same.

For evaluation by hand, expand the square:

$$R=\frac{\left(e^{u/2}+e^{-u/2}\right)^2}{4}=\frac{e^u+2+e^{-u}}{4}.$$

The numbers are

$$\frac{h\nu}{k}=240\times0.047992\ \text{K}=11.518\ \text{K},\qquad
u=\frac{11.518}{2.0}=5.759 ,$$

$$R=\frac{317.06+2+0.003}{4}=79.8,\qquad F=\frac{0.5}{79.8}=0.0063 .$$

The proposed estimate does not hold: the reduction is about eightyfold. About 0.63 percent of pairs are opposite, instead of 50 percent.

The polarization form confirms this. With $P=0.99371$,

$$1-P^2=(1-P)(1+P)=0.00629\times1.99371=0.01254,$$

and half of this is 0.00627. The small factor $1-P=2p_\uparrow$ is a difference of two nearly equal numbers, so rounding $P$ too early is costly: $P=0.994$ would give $R=84$. An enumeration of all states of ten independent spins, averaged over their 45 pairs, also gives $F=0.006268$.

A factor of about nine, much closer to the proposed estimate, belongs to a different quantity. The spin component $S_z$ of one donor has mean $-P/2$ and mean square $1/4$, so its variance is

$$\frac14-\frac{P^2}{4}=\frac{1-P^2}{4}=\frac{1}{4\cosh^2(u/2)} .$$

Its root-mean-square fluctuation is therefore $1/[2\cosh(u/2)]$, which lies below the unpolarized value by $\cosh(u/2)=8.9$. The pair fraction follows the variance and falls by the square of that factor.

Two limits show how $R$ behaves. For $u\gg1$, the term $e^u$ dominates and $R\approx e^u/4$. Physically, a pair is opposite when one of its two members is thermally excited, so $F\approx2e^{-u}$. For $u\ll1$, $\cosh(u/2)\approx1+u^2/8$, so $R\approx1+u^2/4$. At 10 GHz and the same 2 K, $u=5.759/24=0.240$ and $R=1.014$: polarization then has almost no effect on the pair fraction. The high frequency matters because it makes $h\nu$ several times $kT$.

### 4. Sensitivity to temperature

From $\ln R=2\ln\cosh(u/2)$,

$$\frac{d\ln R}{du}=2\cdot\frac12\tanh\frac u2=\tanh\frac u2 .$$

At fixed frequency $u\propto1/T$, so $du/d\ln T=-u$. The chain rule gives

$$\frac{d\ln R}{d\ln T}=-u\tanh\frac u2=-5.72\quad\text{at 2 K}.$$

An error of 0.1 K is 5 percent of $T$, and to first order it changes $R$ by $5.72\times5=29$ percent. The full formula gives $R=108$ at 1.9 K and $R=61$ at 2.1 K, changes of $+35$ and $-24$ percent relative to the value at 2 K. The changes are unequal because $R\approx e^u/4$, with $u\propto1/T$, is a convex function of $T$: it falls ever less steeply as $T$ rises. An error of only one percent in $T$ already changes $R$ by nearly 6 percent, so "about eighty" is a sensible way to state the result.

### 5. Why opposite pairs matter

The magnetic dipolar coupling between two donors contains a term proportional to the flip-flop operator

$$K=S_1^+S_2^-+S_1^-S_2^+ ,$$

where $S^+|\downarrow\rangle=|\uparrow\rangle$, $S^-|\uparrow\rangle=|\downarrow\rangle$, $S^+|\uparrow\rangle=0$ and $S^-|\downarrow\rangle=0$. Each term of $K$ must raise one spin and lower the other. If both are up, neither can be raised; if both are down, neither can be lowered. Thus

$$K|\uparrow\uparrow\rangle=K|\downarrow\downarrow\rangle=0,\qquad
K|\uparrow\downarrow\rangle=|\downarrow\uparrow\rangle,\qquad
K|\downarrow\uparrow\rangle=|\uparrow\downarrow\rangle .$$

Applying $K$ twice returns an opposite state to itself and removes a parallel one. So $K^2$ is the projector on opposite pairs, and its thermal average is $\langle K^2\rangle=F$.

A flip-flop exchanges the orientations of two spins at different places. In general this changes the dipolar field at a third donor, shifts its precession frequency and so disturbs its phase. Only opposite pairs can do this, and their share falls by $R$. Opposite alignment is necessary but not sufficient: the precession frequencies of the two spins must also agree to within roughly their coupling. Two donors whose nuclear spins are opposite differ by the hyperfine constant, about 120 MHz, and at typical distances they hardly flip-flop at all.

The coherence time of the third donor need not grow by the same factor. Nuclear spins of the host, for example, also produce a fluctuating field, and they are hardly polarized under these conditions. The third donor can also flip-flop directly with a neighbour on the same resonance line. It is in an equal superposition of up and down, so for that pair $\langle K^2\rangle=\tfrac12p_\downarrow+\tfrac12p_\uparrow=\tfrac12$ whatever the polarization, and $R$ does not apply. Once flip-flops among the other donors are rare, such remaining sources can set the limit.

## How the model compares with real donors

The rough values used for phosphorus in silicon are a density of $10^{15}$ cm$^{-3}$, which is light doping, a hyperfine constant $A=120$ MHz and an orbital gap of 12 meV. The thermal energy is $kT=0.172$ meV, so the gap is about $70\,kT$ and orbital excitation is negligible. The hyperfine coupling shifts the electron line by $\pm A/2$, according to the state of the donor nucleus; a shift of $+A/2$ changes $R$ by 0.14 percent. At the mean nearest-neighbour distance of 55 nm the dipolar coupling is about 300 Hz, against $kT/h=42$ GHz. These effects leave "about eighty" intact. One assumption that can fail is that the spins share the thermometer's temperature: light or microwave power can keep them warmer. If they are at 2.1 K instead of 2.0 K, $R$ is 61, and at 3 K it is 12. The other weak point is close pairs, treated in the second variation.

## Variation 1: where is the reduction eightfold?

*Keep the frequency at 240 GHz. At what temperature is $R=8$?*

Set $\cosh x=\sqrt8$ with $x=u/2$. Writing $y=\sqrt8$, the definition $e^x+e^{-x}=2y$ becomes, after multiplication by $e^x$,

$$e^{2x}-2y\,e^x+1=0,\qquad e^x=y+\sqrt{y^2-1},$$

where the larger root is taken because $x>0$. Hence

$$x=\ln\left(\sqrt8+\sqrt7\right)=\ln5.474=1.700 .$$

Since $x=h\nu/(2kT)$,

$$T=\frac{h\nu/k}{2x}=\frac{11.518\ \text{K}}{3.400}=3.39\ \text{K}.$$

The values around this temperature, all at 240 GHz, are:

| $T$ (K) | $F$ | $R$ |
|---|---|---|
| 2.0 | 0.0063 | 79.8 |
| 3.0 | 0.041 | 12.1 |
| 4.0 | 0.101 | 5.0 |
| 6.0 | 0.223 | 2.2 |
| 10.0 | 0.365 | 1.4 |

In this model $R$ depends on frequency and temperature through their ratio alone. At a fixed 2 K, the reduction would therefore be eightfold at $240\times2.0/3.39=142$ GHz.

## Variation 2: donors that lie close together

*Add an exchange coupling $J\,\mathbf S_1\cdot\mathbf S_2$ with $J>0$. How does $F$ change, and how close must two donors be for this to matter?*

For total spin $S$, squaring $\mathbf S=\mathbf S_1+\mathbf S_2$ gives $\mathbf S_1\cdot\mathbf S_2=[S(S+1)-\tfrac32]/2$. This is $+1/4$ in the triplet ($S=1$) and $-3/4$ in the singlet ($S=0$). Let $j=J/(kT)$. The Boltzmann weights, all multiplied by the common factor $e^{j/4}$, are

$$\uparrow\uparrow:\ e^{-u},\qquad \downarrow\downarrow:\ e^{u},\qquad
\text{triplet with } S_z=0:\ 1,\qquad \text{singlet}:\ e^{j}.$$

The last two states are combinations of $\uparrow\downarrow$ and $\downarrow\uparrow$, so they are the opposite ones:

$$F_J=\frac{1+e^j}{1+e^j+2\cosh u}.$$

At $j=0$ this is $1/(1+\cosh u)$, which equals the earlier $F$ because $1+\cosh u=2\cosh^2(u/2)$. At $j=0.1$ and the conditions of the problem, $F_J$ is 5.2 percent above $F$. At $j=u$, where the singlet and $\downarrow\downarrow$ have equal energy, $F_J$ is close to 1/2. For still larger $J$ the singlet is the ground state, and $F_J$ approaches 1 as $T\to0$.

To find the distance, take the large-distance law for two hydrogen-like centres,

$$J=1.642\,E^*\left(\frac ra\right)^{5/2}e^{-2r/a},\qquad E^*=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r a},$$

used here without derivation. With a rough Bohr radius $a=2.0$ nm and $\varepsilon_r=11.7$, $E^*=61.5$ meV. For two hydrogen atoms six Bohr radii apart, the law gives $8.9\times10^{-4}$ Hartree. A diagonalization of the two-electron problem in a finite basis gives $1.01\times10^{-3}$ Hartree, and enlarging the basis to this size moved the value by 2 percent; the next larger basis raises it by a further 1 percent. The law is thus about 12 percent low there. At four Bohr radii it is about 23 percent low, which is still good enough for an estimate: correcting it would change the nearest-neighbour reduction found below from 58 to 56. It treats the donor as isotropic and leaves out the interference between the conduction-band valleys of silicon, which makes the real $J$ vary strongly with the exact donor positions.

The law gives $J=0.1\,kT$ at $r=13.4$ nm. For randomly placed donors of density $n$, the chance of having no neighbour within $r$ is $e^{-4\pi nr^3/3}$. With $n=10^{15}$ cm$^{-3}=10^{-6}$ nm$^{-3}$, the fraction of donors that do have one is

$$1-e^{-4\pi nr^3/3}\approx\frac{4\pi}{3}\times10^{-6}\times13.4^3\approx0.010 .$$

One percent seems small, but it must be compared with $F=0.63$ percent. Averaging $F_J$ over the nearest-neighbour distances of random donors gives 0.0086, a reduction of 58 instead of 80. This number belongs to the isotropic model. Within it, taking $a$ between 1.8 and 2.5 nm moves the reduction from 62 to 49, and the distance at which $J=0.1\,kT$ from about 12 to about 16.5 nm. The valley interference left out above matters more. In a rough treatment it multiplies $J$ by $[(\cos k_0x+\cos k_0y+\cos k_0z)/3]^2$, where $(x,y,z)$ is the separation of the donors and $k_0=0.85\times2\pi/a_0$, with $a_0=0.543$ nm the lattice constant. This factor never exceeds 1, and summed over silicon lattice sites it gives a reduction of about 74 at $a=2.0$ nm. The value 58 thus probably overstates the effect of close pairs in real silicon. At $10^{14}$ cm$^{-3}$ close pairs are rarer, and the reduction is 77. The eightyfold result therefore describes pairs farther apart than roughly 13 nm; for nearest neighbours it also needs a low donor density.

The additional opposite pairs do not add flip-flops in proportion. The singlet $(|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle)/\sqrt2$ satisfies $K|\text{singlet}\rangle=-|\text{singlet}\rangle$: the flip-flop operator changes its sign and nothing else. A pair held in this state has no orientations to exchange, so for strongly coupled pairs $F_J$ no longer measures the source of noise described in part 5. Strong here means that $J$ is large compared with the whole difference between the two spins' precession energies, not with $kT$. That difference includes the unequal shifts that the third donor's own dipolar field produces at the two spins. For a pair coupled only by a few hundred hertz these shifts are as large as the coupling, the singlet is not stationary, and the pair acts as in part 5. At $J=0.1\,kT$ this is already the case: $J/h$ is about 4 GHz, against a hyperfine difference of at most about 0.12 GHz and far smaller dipolar shifts from the third donor.

The numerical output below lists the main values used here.

## Table of computed values

```
Frequency: 240 GHz; temperature: 2.0 K
Rough g factor: 2.0; field: 8.57 T
Zeeman splitting h nu: 0.9926 meV
Thermal energy kT: 0.1723 meV
h nu/k: 11.518 K; u = h nu/(kT): 5.7591
exp(u): 317.06; exp(-u): 0.00315
Upper-level probability: 0.003144
Lower-level probability: 0.996856
Polarization magnitude P: 0.99371
Opposite fraction F: 0.006268 (0.627 percent)
F from ten-spin enumeration: 0.006268
Mean square of flip-flop operator: 0.006268
Reduction R = 0.5/F: 79.77
cosh(u/2), square forgotten: 8.931
Temperature for eightfold reduction: 3.388 K
d ln R/d ln T at 2 K: -5.723
T = 1.9 K: F = 0.00464, R = 107.830
T = 2.1 K: F = 0.00823, R = 60.754
T = 3.0 K: F = 0.04122, R = 12.130
T = 4.0 K: F = 0.10069, R = 4.966
T = 6.0 K: F = 0.22308, R = 2.241
T = 10.0 K: F = 0.36496, R = 1.370
Comparison at 10 GHz, 2 K: R = 1.0145
Neglected effects, rough parameters for P in silicon:
Donor density: 1.0e+15 cm^-3
Hyperfine constant: 120 MHz
Nuclear Zeeman frequency: 146 MHz
Relative change of R, hyperfine included: -7.0e-06
Change of R for +A/2 line shift: 0.143 percent
Mean nearest-neighbour distance: 55.4 nm
Dipolar coupling there: 305 Hz
kT/h: 41.67 GHz
Orbital gap: 12 meV; gap/kT: 69.6
Bohr radius: 2.0 nm; permittivity: 11.7
Exchange energy unit E*: 61.5 meV
Exchange at 6 Bohr, law: 8.896e-04 Hartree
Same, diagonalized, large basis: 1.006e-03 Hartree
Basis shift, double to triple zeta: 2.07 percent
Distance where J = 0.1 kT: 13.4 nm
Change of F at J = 0.1 kT: 5.22 percent
Donors with a neighbour closer: 1.01 percent
Nearest-neighbour F with exchange: 0.00859
Its reduction from 0.5: 58.2
Same reduction at 1.0e+14 cm^-3: 76.9
```
